# Conductivity from Two Temperature Sensors beside a Line Heater

## Problem

A long, narrow metal line lies on the flat surface of a thick, uniform, isotropic solid with thermal conductivity $k$, heat capacity per volume $C$ and diffusivity $D=k/C$. No heat leaves through the free surface. The line has resistance per length $R'$ and carries the current $I_0\cos\omega t$. Two thin sensor lines run parallel to it at centre distances $r_1<r_2$. They measure the surface temperature without disturbing it.

Since $\cos^2\omega t=\tfrac12(1+\cos2\omega t)$, the heating per length is

$$I_0^2R'\cos^2\omega t=p+p\cos\Omega t,\qquad p=\tfrac12I_0^2R',\qquad \Omega=2\omega .$$

The oscillating temperature rise at sensor $j$ is written $\mathrm{Re}[T_je^{i\Omega t}]$. The real part of $T_j$ is in phase with the heating, and a negative imaginary part means a lag.

(a) Find the low-frequency limit of $T_1-T_2$, and from it a formula for $k$.

(b) How low must the frequency be?

(c) A lock-in amplifier can also report the magnitudes $|T_1|$ and $|T_2|$. May their difference be used in the same formula?

(d) Take $r_1=10$ µm, $r_2=30$ µm, $p=0.50$ W/m, a thermal frequency $\Omega/2\pi=4.0$ Hz (current at 2.0 Hz), $k=1.40$ W/(m K) and $C=1.60$ MJ/(m³ K). A synthetic signal is computed for this solid with a heater 4 µm wide and sensors 2 µm wide. Its in-phase difference is 125.24 mK and its magnitude difference is 119.96 mK. Which conductivity does each return?

## First estimate by scaling

In one period, heat diffuses a distance of order

$$\delta=\sqrt{D/\Omega}.$$

For the numbers in (d), $D=0.875$ mm²/s and $\delta=186.6$ µm, so both sensors lie well inside this distance. The solid between them then stores little heat, and nearly all of $p$ passes through each half-cylinder around the heater. At radius $r$ the half-cylinder has area $\pi r$ per length, so the temperature gradient is about $p/(\pi kr)$. Taking it at the midpoint $\bar r=(r_1+r_2)/2$ gives

$$T_1-T_2\approx\frac{p}{\pi k}\,\frac{r_2-r_1}{\bar r}.$$

The frequency has dropped out. Here $p/(\pi k)=113.68$ mK and $(r_2-r_1)/\bar r=20/20=1$, so the estimate is 114 mK.

The neglected storage should matter at relative order $(r_2/\delta)^2=0.1608^2\approx0.026$. The estimate does not say how this splits between the in-phase and lagging parts.

## Exact solution for a thin line

**A point source.** For a time factor $e^{i\Omega t}$ the heat equation $C\,\partial_tT=k\nabla^2T$ becomes

$$\nabla^2T=q^2T,\qquad q^2=\frac{i\Omega}{D}=\frac{i}{\delta^2},\qquad q=\frac{e^{i\pi/4}}{\delta}.$$

The root with positive real part makes the field decay. A surface point source of power amplitude $P$ produces, at distance $s$,

$$T=\frac{P}{2\pi k}\frac{e^{-qs}}{s}.$$

Three checks establish this. First, for a function of $s$ alone, $\nabla^2T=(sT)''/s$, which here equals $q^2T$. Second, the gradient points along the radius, so at the surface it lies in the surface and no heat crosses. Third, the heat through a hemisphere is $-2\pi s^2kT'(s)=P(1+qs)e^{-qs}$, which tends to $P$ as $s\to0$.

**The line.** Each element $dx$ of the heater has power $p\,dx$ and distance $s=\sqrt{r^2+x^2}$. Put $x=r\sinh t$, so that $s=r\cosh t$ and $dx/s=dt$. The integrand is even in $t$, which cancels the factor 2:

$$T(r)=\frac{p}{\pi k}\,G(r),\qquad G(r)=\int_0^\infty e^{-qr\cosh t}\,dt=K_0(qr).$$

The last symbol is the usual name of this integral, a modified Bessel function.

**Close to the heater.** Let $z=qr$ and $u=(z/2)e^t$. Then $dt=du/u$ and $z\cosh t=u+z^2/(4u)$, so

$$G=\int_{z/2}^{\infty}e^{-u-z^2/(4u)}\,\frac{du}{u},$$

taken along the ray on which $u$ has phase $\pi/4$. On this ray $|u|\ge|z|/2$. The term $z^2/(4u)$ is therefore at most $|z|/2$ in size, and dropping it changes $G$ by an amount of order

$$\int_{|z|/2}^{\infty}\frac{|z|^2}{4|u|^2}\,d|u|=\frac{|z|}{2},$$

which vanishes with $z$. Integrating the rest by parts, with $w=z/2$,

$$\int_w^\infty\frac{e^{-u}}{u}\,du=-e^{-w}\ln w+\int_w^\infty e^{-u}\ln u\,du\;\to\;-\ln w-\gamma .$$

Here $\gamma=-\int_0^\infty e^{-u}\ln u\,du\approx0.5772$. The ray may be turned onto the real axis because the integrand is analytic in between, decays at large $|u|$, and contributes nothing on a vanishing arc at the origin. Since $\ln w=\ln(r/2\delta)+i\pi/4$,

$$G(r)\to\ell(r)=\Lambda(r)-\frac{i\pi}{4},\qquad \Lambda(r)=\ln\frac{2\delta}{r}-\gamma .$$

Each temperature grows without limit as the frequency falls, because heat spreads further into the solid. This growth, $\ln\delta$, is the same at both sensors, and so is the lagging part $-i\pi/4$. Subtraction removes both and answers (a):

$$T_1-T_2\to\frac{p}{\pi k}\ln\frac{r_2}{r_1},\qquad k=\frac{p\,\ln(r_2/r_1)}{\pi\,\mathrm{Re}(T_1-T_2)} .$$

The distances enter through their ratio alone, and $C$ is not needed.

## How low the frequency must be

The correction follows from a heat balance. Away from the line, $(rG')'=q^2rG$. The flux at the line follows from the integral for $G$:

$$-rG'=\int_0^\infty z\cosh t\,e^{-z\cosh t}\,dt=\int_0^\infty e^{-\sqrt{v^2+z^2}}\,dv\;\to\;1\quad(z\to0),$$

where $v=z\sinh t$ and the ray is turned as before. Integrating the equation from the line to $r$ gives

$$-rG'(r)=1-q^2\int_0^r r'G(r')\,dr'.$$

In units of $p$, the first term is the power released and the second the rate at which heat is stored inside $r$. In the small storage term $G$ may be replaced by $\ell$. Because $\ell'=-1/r$, integration by parts gives

$$\int_0^r r'\ell\,dr'=\frac{r^2}{2}\ell+\int_0^r\frac{r'}{2}\,dr'=\frac{r^2}{2}\Big(\ell+\frac12\Big).$$

Divide the balance by $r$ and integrate from $r_1$ to $r_2$. The same integral appears once more, with an added $r^2/4$ from the constant $\tfrac12$:

$$G_1-G_2=\ln\frac{r_2}{r_1}-\frac{q^2}{2}\int_{r_1}^{r_2}r\Big(\ell+\frac12\Big)dr=\ln\frac{r_2}{r_1}-\frac{q^2}{4}\Big[r^2(\ell+1)\Big]_{r_1}^{r_2}.$$

Now $q^2=i/\delta^2$, and $i$ times the part $-i\pi/4$ of $\ell$ is $+\pi/4$. Hence, to leading order in the storage,

$$\mathrm{Re}(G_1-G_2)=\ln\frac{r_2}{r_1}-\frac{\pi}{16}\,\frac{r_2^2-r_1^2}{\delta^2},$$

$$\mathrm{Im}(G_1-G_2)=-\frac{r_2^2(\Lambda_2+1)-r_1^2(\Lambda_1+1)}{4\delta^2}.$$

The condition asked for in (b) is that the second term of the real part be small beside the logarithm. It is proportional to frequency. At 4 Hz it is 0.00451 against $\ln3=1.09861$, or 0.41 %.

With $\Lambda_1=3.0423$ and $\Lambda_2=1.9436$, the imaginary part is $-0.0161$, or $-1.8$ mK. This agrees with the difference of the full lagging parts, $-88.96+87.12=-1.84$ mK.

The modulus of the complex difference, $|T_1-T_2|$, serves as well as the in-phase part. The imaginary part is 1.5 % of the real part and enters the modulus through half its square, a relative change of about $10^{-4}$. This choice needs a phase reference common to both sensors, but not the absolute phase of the heating.

The full $K_0$ gives the following for a thin line, with all settings but the frequency held fixed. Temperatures are in mK.

| $\Omega/2\pi$ (Hz) | $\mathrm{Re}\,T_1$ | $\mathrm{Re}(T_1-T_2)$ | $\lvert T_1\rvert-\lvert T_2\rvert$ |
|---|---|---|---|
| 0.04 | 607.61 | 124.89 | 123.23 |
| 0.4 | 476.74 | 124.84 | 122.05 |
| 4 | 345.91 | 124.38 | 119.12 |
| 40 | 215.60 | 120.03 | 110.34 |
| 400 | 90.17 | 87.43 | 83.01 |

The plateau value is $113.68\times1.09861=124.89$ mK. Between 4 and 0.04 Hz the first sensor's in-phase temperature rises by 76 %, while the in-phase difference changes by 0.4 %. The rise per decade should be $113.68\times\tfrac12\ln10=130.9$ mK, as the upper rows show. At 400 Hz $\delta$ has shrunk to 18.7 µm, less than $r_2$. The difference is then 30 % below the plateau and the formula fails.

## Why magnitudes behave differently

Write $A_j=|\ell_j|=\sqrt{\Lambda_j^2+\pi^2/16}$. The phase term cancels from the difference of squares,

$$A_1^2-A_2^2=\Lambda_1^2-\Lambda_2^2=(\Lambda_1-\Lambda_2)(\Lambda_1+\Lambda_2),\qquad \Lambda_1-\Lambda_2=\ln\frac{r_2}{r_1},$$

and division by $A_1+A_2$ gives

$$A_1-A_2=\ln\frac{r_2}{r_1}\;\frac{\Lambda_1+\Lambda_2}{A_1+A_2}.$$

Since $A_j>\Lambda_j$, this is below the plateau. For large $\Lambda_j$, $A_j-\Lambda_j\approx\pi^2/(32\Lambda_j)$, so the relative deficit is

$$\frac{(A_1-\Lambda_1)+(A_2-\Lambda_2)}{A_1+A_2}\approx\frac{\pi^2}{32}\,\frac{1/\Lambda_1+1/\Lambda_2}{\Lambda_1+\Lambda_2}=\frac{\pi^2}{32\,\Lambda_1\Lambda_2}.$$

It does vanish at zero frequency, but only as the inverse square of a logarithm. At 4 Hz, $A_1=3.142$ and $A_2=2.096$, so the factor is $4.986/5.238=0.952$ and the predicted difference is 118.9 mK. The full solution gives 119.12 mK; the remaining 0.2 % is the storage left out of $\ell$. In the table the deficit is 4.6 % at 4 Hz and still 1.3 % at 0.04 Hz.

The answer to (c) is therefore no at practical frequencies, for a long line on a solid much thicker than $\delta$ and at this accuracy. The two complex readings must be subtracted before a modulus is taken.

**A heater of finite length.** For length $L$, a sensor point at mid-length and zero frequency, the sum of point sources is

$$G=\int_0^{L/2}\frac{dx}{\sqrt{r^2+x^2}}=\operatorname{arsinh}\frac{L}{2r}\approx\ln\frac{L}{r}+\frac{r^2}{L^2}\qquad(r\ll L).$$

The temperatures now stay finite, and their difference keeps its plateau:

$$G_1-G_2\approx\ln\frac{r_2}{r_1}-\frac{r_2^2-r_1^2}{L^2}.$$

For $L=2.0$ mm the last term is 0.00020.

When $\delta\gg L$, the expansion $e^{-qs}\approx1-qs$ adds $-qL/2$ to both $G_j$. The lag then dies out as $L/\delta$, and the magnitude difference reaches the plateau as well. At 1 mHz the summed sources give 124.87 mK in phase and 124.86 mK for the magnitudes. There $\delta$ is about 12 mm, and these figures hold for a solid thicker still. A heat sink under a thin sample removes the lag sooner, once $\delta$ exceeds the thickness. For a long line on a wafer 0.5 mm thick with an isothermal base, the magnitude difference lies 4.8 % below the plateau at 4 Hz, 0.4 % below at 0.4 Hz and 0.1 % below at 0.1 Hz.

## Finite widths and the inferred conductivity

Let the heater have half-width $b$ and release heat uniformly over its width, and let the sensor of half-width $a$ read the mean temperature over its own. A heater strip at $u$ and a sensor strip at $v$, measured from their centres, are separated by $r+h$ with $h=v-u$. Superposition requires the average of

$$-\ln(r+h)\approx-\ln r-\frac hr+\frac{h^2}{2r^2}.$$

By symmetry $\langle h\rangle=0$, and $\langle h^2\rangle=(a^2+b^2)/3$. The logarithm in the difference therefore grows by

$$\frac{a^2+b^2}{6}\Big(\frac1{r_1^2}-\frac1{r_2^2}\Big)=\frac{1+4}{6}\Big(\frac1{100}-\frac1{900}\Big)=0.00741 .$$

For (d), the plain formula with the in-phase difference gives

$$k=\frac{0.50\times1.09861}{\pi\times0.12524}=1.396\ \text{W/(m K)},$$

which is 0.3 % below the input. The width and storage corrections have opposite signs and partly cancel. Including both, the logarithm becomes $1.09861+0.00741-0.00451=1.10151$, and $k=1.400$ W/(m K). The storage term equals $\pi\Omega C(r_2^2-r_1^2)/(16k)$, so this refinement needs $C$ and uses the plain result for $k$. The magnitude difference, 119.96 mK, put into the plain formula gives 1.458 W/(m K), which is 4 % too high.

## Comparison of estimate and solution

The scaling estimate, 114 mK, is 9 % below the plateau of 124.89 mK. With $y=(r_2-r_1)/(r_2+r_1)$ the estimate uses $2y$, whereas

$$\ln\frac{r_2}{r_1}=\ln\frac{1+y}{1-y}=2y+\frac{2y^3}{3}+\dots$$

The midpoint gradient misses the steep part of the $1/r$ profile near the heater. Here $y=\tfrac12$, and the cubic term supplies 0.083 of the missing 0.099. For closely spaced sensors the two results merge.

The estimated storage effect, 0.026, has the right order for the lagging part, 1.5 % of the difference. The in-phase part is affected less, by 0.4 %, because the temperature is mostly in phase with the heating, so the rate at which heat is stored, proportional to $i\Omega T$, is mostly a quarter period out of phase with it.

## The real case

The values of $k$ and $C$ are rough ones for fused silica near room temperature. A gold-like film 0.2 µm thick, with a rough resistivity of 3 µΩ cm, makes the heater 75 Ω. It needs a current amplitude of 5.16 mA, a peak density of 0.65 MA/cm². This is not far below the rough level of 1 MA/cm² at which electromigration in thin metal lines becomes a concern under direct current; a current that reverses does less damage. A thermal frequency of 4 Hz is low and calls for long averaging.

In a measurement in air, the adiabatic surface fails most among the assumptions examined here. Close to the heater, air and solid carry heat through two half-cylinders with the same temperature profile, so the formula returns $k+k_{\rm air}$. With a rough $k_{\rm air}=0.026$ W/(m K) the excess is $0.026/1.4=1.9\,\%$, and a calculation with diffusion in both media gives 1.85 %. Vacuum removes this term. Surface radiation adds about 0.01 %.

Position matters next. Differentiating the logarithm shows that an error $\Delta r_1$ changes $k$ by the fraction $\Delta r_1/(r_1\ln(r_2/r_1))$ in size. If the true $r_1$ is 0.1 µm smaller than assumed, the inferred $k$ is about 0.9 % too low.

Metal also conducts sideways. In the limit where each strip has a uniform temperature, and with the disturbance of one sensor by the other ignored, the inferred $k$ falls by roughly 0.4 %. That disturbance is of similar size: with it, the shift is about −0.05 % for sensors on the same side of the heater and −0.44 % for sensors on opposite sides. At 4 Hz the finite heater length, for sensors read near mid-length, and a wafer 0.5 mm thick on an isothermal base each shift $k$ by less than 0.01 %. A sensor that averages over the full 2 mm of the heater also sees its cooler ends, and $k$ then comes out about 0.9 % too high. The voltage taps of the sensors should therefore lie well inside the ends of the heater.

The power must be known as well. The steady rise is set by the heater length and the heat sink, since it has no finite value for an infinite line on a half-space. It is 0.75 K on the wafer with an isothermal base and 0.88 K at mid-length of the 2 mm heater on a thick solid. The heater's mean temperature thus rises by roughly 0.8 K, with an oscillation of about 0.6 K around it, and the resistance of a gold-like metal rises by about 0.3 % per kelvin. Both parts of the warming add to the power at $\Omega$, so computing $p$ from the cold resistance makes the inferred $k$ about 0.4 % too low.

## Table of computed values

```
input conductivity k = 1.40 W/(m K)
input heat capacity C = 1.60 MJ/(m^3 K)
diffusivity D = 0.875 mm^2/s
sensor distances r1, r2 = 10, 30 um
heater, sensor full widths = 4, 2 um
heater length = 2.0 mm
wafer thickness = 0.5 mm
power amplitude per length p = 0.50 W/m
thermal, current frequency = 4.0, 2.0 Hz
diffusion length delta = 186.6 um
r2/delta = 0.1608 (no unit)
ln(r2/r1) = 1.09861 (no unit)
p/(pi k) = 113.68 mK
Lambda1, Lambda2 = 3.0423, 1.9436 (no unit)
T1 line: in-phase 345.91, quadrature -88.96 mK
T2 line: in-phase 221.53, quadrature -87.12 mK
ideal plateau difference = 124.89 mK
storage shortfall of log = 0.00451 (no unit)
width addition to log = 0.00741 (no unit)
static length reduction of log = 0.00020 (no unit)
line source: f (Hz), T1 in-phase, in-phase diff, magnitude diff (mK)
    0.04   607.61   124.89   123.23
    0.40   476.74   124.84   122.05
    4.00   345.91   124.38   119.12
   40.00   215.60   120.03   110.34
  400.00    90.17    87.43    83.01
finite heater at 1 mHz, thick solid: in-phase diff 124.87 mK
  same case, magnitude diff 124.86 mK
strip signal: in-phase diff = 125.24 mK
strip signal: magnitude diff = 119.96 mK
k from in-phase diff = 1.3961 W/(m K)
k from magnitude diff = 1.4576 W/(m K)
k in-phase, corrected = 1.3997 W/(m K)
neglected effects, shift of inferred k:
  air above (k_air = 0.026 W/(m K)): 1.85 %
  surface radiation (h = 6.1 W/(m^2 K)): 0.012 %
  finite heater length: -0.0006 %
  wafer on isothermal sink: -0.0048 %
  isothermal metal strips: -0.35 %
  k rising by 0.1 % per K: 0.082 %
  r1 smaller by 0.1 um than assumed, size: 0.91 %
heater film thickness = 0.2 um
heater film resistivity = 3.0 uOhm cm
heater resistance = 75.0 Ohm
heater current amplitude I0 = 5.16 mA
peak current density = 0.65 MA/cm^2
```
